\section*{Debye Temperature of a Copper Line from One Resistance Ratio}

\section*{Problem}

The resistance of a copper interconnect line is measured at $T_c=77$ K, at $T_h=295$ K, and at a temperature low enough to give its residual resistance $R_0$. The subtracted ratio is
\begin{equation}
r=\frac{R(T_c)-R_0}{R(T_h)-R_0}=0.12 .
\label{eq:def}
\end{equation}
Neither the length nor the cross-section of the line is known. The phonon part of the resistivity is to be described by the Bloch--Gr\"uneisen formula
\begin{equation}
\rho_{\rm ph}(T)=C\left(\frac{T}{\Theta}\right)^5 J\!\left(\frac{\Theta}{T}\right),\qquad
J(x)=\int_0^x\frac{t^5\,dt}{(e^t-1)(1-e^{-t})},
\label{eq:bg}
\end{equation}
with $C$ and the Debye temperature $\Theta$ independent of temperature.

\begin{enumerate}
\item[(a)] Explain where the formula comes from and what it assumes.
\item[(b)] Show that $r$ depends on neither the geometry nor $C$.
\item[(c)] Find which values of $r$ can be inverted, and show that the answer is then unique.
\item[(d)] Calculate $\Theta$ numerically.
\item[(e)] Find how far the rounding of $r$ and the imperfections of a real line move the result.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item[(a)] Let the whole Fermi sphere drift with velocity $\mathbf v$ through phonons in equilibrium, and calculate the momentum it loses per unit time. In the frame of the electrons, the energy of a phonon is shifted by $-\hbar\mathbf q\cdot\mathbf v$.
\item[(b)] Write $R=g(\rho_0+\rho_{\rm ph})$, where $g$ is length divided by area.
\item[(c)] Study the logarithmic slope $h(x)=xJ'(x)/J(x)$. Its reciprocal is an integral whose integrand is monotonic in $x$.
\item[(d)] The function $h$ also supplies the derivative needed for Newton's method. Check the size of $\Theta/T_c$ before using any high-temperature expansion.
\item[(e)] Convert each imperfection into a change of $r$, then multiply by $d\Theta/dr$.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Origin of the formula}

Take free electrons whose occupation is a Fermi function $f$ of $\varepsilon_{\mathbf k}-\hbar\mathbf k\cdot\mathbf v$, a Fermi sphere drifting with velocity $\mathbf v$. An electron that emits a phonon of wave vector $\mathbf q$ and energy $w$ goes from $\mathbf k$ to $\mathbf k-\mathbf q$. The argument of $f$ then falls by
\begin{equation}
w'=w-\hbar\mathbf q\cdot\mathbf v .
\end{equation}
Let $\beta=1/k_BT$ and $n(w)=1/(e^{\beta w}-1)$. Direct substitution of the Fermi function gives
\begin{align}
f(e+w')[1-f(e)]&=n(w')\,[f(e)-f(e+w')],\\
f(e)[1-f(e+w')]&=[n(w')+1]\,[f(e)-f(e+w')],
\end{align}
and $\int[f(e)-f(e+w')]\,de=w'$. Emission carries the phonon factor $n(w)+1$ and absorption the factor $n(w)$, so the net emission rate is proportional to
\begin{equation}
w'\{n(w')[n(w)+1]-[n(w')+1]n(w)\}=w'[n(w')-n(w)] .
\end{equation}
It vanishes without drift, as it must in equilibrium. To first order in $\mathbf v$, with $dn/dw=-\beta n(n+1)$, it equals
\begin{equation}
w\,\beta\,n(n+1)\,\hbar\mathbf q\cdot\mathbf v .
\end{equation}

The momentum loss along $\mathbf v$ is the sum of this rate over phonons, weighted by $\hbar q\cos\theta$. The powers of $q$ are:
\begin{itemize}
\item $q^2$ from the volume element $d^3q$;
\item $q$ from the momentum transferred;
\item $q$ from the squared coupling, which follows the squared strain of one phonon, $q^2/w\propto q$;
\item $q^{-1}$ from energy conservation, because $\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k-\mathbf q}$ varies with the angle between $\mathbf k$ and $\mathbf q$ at a rate proportional to $kq$;
\item $q$ from $w=\hbar c_s q$, with $c_s$ the sound speed, and $q$ from $\mathbf q\cdot\mathbf v$.
\end{itemize}
Together they give $q^5$. The angular factor $\cos^2\theta$ integrates to a constant. With $t=\beta\hbar c_s q$,
\begin{equation}
\rho_{\rm ph}\propto\beta\int_0^{q_D}q^5\,n(n+1)\,dq
\propto\frac{1}{T}\,T^6\int_0^{\Theta/T}\frac{t^5\,dt}{(e^t-1)(1-e^{-t})},
\end{equation}
which is Eq.~(\ref{eq:bg}). The step from force to resistivity uses the steady state: the field balances a drag proportional to $v$, and the current is also proportional to $v$.

The factor $q^{-1}$ requires that the sphere contain electrons able to make the transition. Since sound is much slower than the electrons, this means $q<2k_F$. For one conduction electron per atom, $q_D=(6\pi^2N)^{1/3}$ and $k_F=(3\pi^2N)^{1/3}$, with $N$ the atomic density. Hence $q_D=2^{1/3}k_F<2k_F$, and the condition holds over the whole Debye sphere.

The assumptions are a rigidly drifting spherical Fermi surface, a Debye spectrum, phonons that stay in equilibrium, a coupling proportional to the strain, and no umklapp processes. Copper departs from the first two and does have umklapp scattering. The fitted $\Theta$ absorbs these departures. It is a transport Debye temperature, and need not equal the one obtained from the heat capacity.

\subsection*{(b) What cancels}

Matthiessen's rule states that $\rho=\rho_0+\rho_{\rm ph}(T)$ with $\rho_0$ independent of temperature. If $g$ is also constant, $R(T)-R_0=g\rho_{\rm ph}(T)$, and
\begin{equation}
r(\Theta)=\frac{gC(T_c/\Theta)^5J(\Theta/T_c)}{gC(T_h/\Theta)^5J(\Theta/T_h)}
=\left(\frac{T_c}{T_h}\right)^5\frac{J(\Theta/T_c)}{J(\Theta/T_h)} .
\label{eq:r}
\end{equation}
One number is measured and one unknown is left. The residual may be read at 4.2 K: for the $\Theta$ found below, the model's phonon part there is $2.2\times10^{-7}$ of its value at 295 K.

\subsection*{(c) Range and uniqueness}

Since $(e^t-1)(1-e^{-t})=e^t+e^{-t}-2=4\sinh^2(t/2)$, the integrand of $J$ is
\begin{equation}
j(t)=\frac{t^5}{4\sinh^2(t/2)} .
\end{equation}
For small $t$, $4\sinh^2(t/2)=t^2(1+t^2/12+\dots)$, so that
\begin{equation}
J(x)=\int_0^x\left(t^3-\frac{t^5}{12}+\dots\right)dt
=\frac{x^4}{4}\left(1-\frac{x^2}{18}+\dots\right).
\label{eq:small}
\end{equation}
For large $x$, integration by parts gives
\begin{equation}
J(\infty)=5\int_0^\infty\frac{t^4\,dt}{e^t-1}=5\cdot4!\,\zeta(5)=120\,\zeta(5).
\end{equation}
Inserted in Eq.~(\ref{eq:r}), these limits yield
\begin{align}
\Theta\to0:&\quad r\to\left(\frac{T_c}{T_h}\right)^5\left(\frac{T_h}{T_c}\right)^4=\frac{T_c}{T_h}=0.2610,\\
\Theta\to\infty:&\quad r\to\left(\frac{T_c}{T_h}\right)^5=0.001212 .
\end{align}
In the first limit every phonon mode is classical and the resistivity is linear in $T$. In the second, only long waves are excited at either temperature. They are few and deflect electrons through small angles.

To see that $r$ falls steadily between these ends, differentiate Eq.~(\ref{eq:r}):
\begin{equation}
\frac{d\ln r}{d\ln\Theta}=h\!\left(\frac{\Theta}{T_c}\right)-h\!\left(\frac{\Theta}{T_h}\right),
\qquad h(x)=\frac{x\,j(x)}{J(x)} .
\label{eq:slope}
\end{equation}
The substitution $t=xs$ in $J$ gives
\begin{equation}
\frac1{h(x)}=\int_0^1\frac{j(xs)}{j(x)}\,ds .
\end{equation}
The integrand changes with $x$ according to
\begin{equation}
x\frac{d}{dx}\ln\frac{j(xs)}{j(x)}=L(xs)-L(x),\qquad
L(t)=\frac{t\,j'(t)}{j(t)}=5-t\coth\frac t2 .
\end{equation}
Now
\begin{equation}
\frac{d}{dt}\left(t\coth\frac t2\right)=\frac{\sinh t-t}{2\sinh^2(t/2)}>0 ,
\end{equation}
so $L$ decreases. For $s<1$ this means $L(xs)>L(x)$; the integrand grows with $x$, $1/h$ grows, and $h$ decreases. Because $\Theta/T_c>\Theta/T_h$, the slope (\ref{eq:slope}) is negative for every $\Theta$. The function $r(\Theta)$ is continuous and strictly decreasing, so each ratio between 0.001212 and 0.2610 belongs to one $\Theta$, and a ratio outside this interval belongs to none. The value 0.12 lies inside.

\subsection*{(d) Numerical inversion}

Newton's method for $r(\Theta)=0.12$ reads
\begin{equation}
\Theta_{\rm new}=\Theta-\frac{r(\Theta)-0.12}{r'(\Theta)},\qquad
r'(\Theta)=\frac{r(\Theta)}{\Theta}\left[h\!\left(\frac{\Theta}{T_c}\right)-h\!\left(\frac{\Theta}{T_h}\right)\right].
\end{equation}
The integral $J$ is found by ordinary quadrature; its integrand is smooth and starts as $t^3$. From 300 K the iteration gives
\begin{center}
\begin{tabular}{ccc}
step & $\Theta$ (K) & $r(\Theta)$\\
0 & 300.0000 & 0.1318496\\
1 & 322.5925 & 0.1203187\\
2 & 323.2355 & 0.1200003\\
3 & 323.2361 & 0.1200000
\end{tabular}
\end{center}
The root can be confirmed from its parts. At $\Theta=323.24$ K the arguments are $\Theta/T_c=4.198$ and $\Theta/T_h=1.096$, with $J=33.414$ and $J=0.33736$. Then
\begin{equation}
r=0.001212\times\frac{33.414}{0.33736}=0.001212\times99.05=0.120 .
\end{equation}
Hence
\begin{equation}
\boxed{\Theta\simeq323\ \text{K},\qquad k_B\Theta\simeq27.9\ \text{meV}.}
\end{equation}

Two independent calculations support this value. The first avoids quadrature. Integrating by parts and expanding $1/(e^t-1)=\sum_{k\ge1}e^{-kt}$ gives
\begin{equation}
J(x)=-\frac{x^5}{e^x-1}+120\,\zeta(5)
-5\sum_{k=1}^\infty e^{-kx}\left(\frac{x^4}{k}+\frac{4x^3}{k^2}+\frac{12x^2}{k^3}+\frac{24x}{k^4}+\frac{24}{k^5}\right),
\end{equation}
and with it the ratio at the root is 0.1200000. The second returns to part (a): the momentum loss of the drifting sphere, summed numerically over Fermi factors at a small finite drift, also has the ratio 0.1200000 between the two temperatures. This sum takes the powers of $q$ from the volume element, momentum, coupling and energy conservation as listed in part (a), so it checks the reduction of the Fermi and phonon factors. It does not show that copper satisfies the assumptions.

Limiting laws are no substitute for the integral here. Keeping two terms of Eq.~(\ref{eq:small}) at both temperatures and writing $s=rT_h/T_c$ gives
\begin{equation}
1-\frac{\Theta^2}{18T_c^2}=s\left(1-\frac{\Theta^2}{18T_h^2}\right)
\;\Rightarrow\;
\Theta^2=\frac{18(1-s)}{T_c^{-2}-s\,T_h^{-2}},
\end{equation}
or $\Theta=244$ K, about 25\% below the root. The reason is visible at 77 K, where the correction $x^2/18=4.198^2/18=0.98$ is as large as the leading term. The pure $T^5$ law is worse still: it gives $r=0.001212$ for any $\Theta$ and cannot be inverted at all.

\subsection*{(e) Uncertainty}

At the root, $h(\Theta/T_c)=2.537$ and $h(\Theta/T_h)=3.870$. Their difference is $-1.333$, so
\begin{equation}
\frac{d\Theta}{dr}=\frac{\Theta}{r\,(-1.333)}=-\frac{323.24}{0.12\times1.333}\simeq-2021\ \text{K per unit ratio}.
\label{eq:sens}
\end{equation}
A ratio quoted as 0.12 may lie between 0.115 and 0.125. Equation (\ref{eq:sens}) predicts changes of about $\mp10$ K; direct inversion at the two ends gives 333.5 K and 313.3 K. The decimals in the iteration table therefore show convergence, not knowledge of the line.

The cold temperature matters as well. At fixed $r$ and $T_h$, Eq.~(\ref{eq:r}) gives
\begin{equation}
0=\left[5-h\!\left(\frac{\Theta}{T_c}\right)\right]d\ln T_c-1.333\,d\ln\Theta .
\end{equation}
If the line was really at 77.5 K, $d\ln\Theta=(2.463/1.333)(0.5/77)=0.012$, and $\Theta$ rises by 3.9 K. Heating by the measuring current acts in the same direction, but it also warms the line at 295 K, which acts the other way.

\paragraph{A real copper line.}
The measured ratio equals the bulk phonon ratio if Matthiessen's rule holds, but in narrow lines boundary scattering breaks the rule. To size this, take rough values: mean free path 40 nm at 295 K, grain size 50 nm, grain-boundary reflection 0.3 and line thickness 100 nm. Let $u$ be the bulk phonon resistivity in units of its value at 295 K. Grain boundaries across the current add a scattering rate proportional to $1/\mu$, where $\mu$ is the direction cosine along the line, and the resistivity becomes
\begin{equation}
\rho(u)=\left[3\int_0^1\frac{\mu^2\,d\mu}{u+\alpha/\mu}\right]^{-1},\qquad
\alpha=\frac{40}{50}\,\frac{0.3}{1-0.3}=0.343 .
\label{eq:grain}
\end{equation}
Its residual value is $\rho(0)=4\alpha/3=0.457$. With $y=u+\alpha/\mu$ and $\langle\cdot\rangle$ the average with weight $3\mu^2$, $\rho=1/\langle y^{-1}\rangle$ and
\begin{equation}
\rho''=\frac{2}{\langle y^{-1}\rangle^3}\left[\langle y^{-2}\rangle^2-\langle y^{-1}\rangle\langle y^{-3}\rangle\right]\le0
\end{equation}
by the Cauchy--Schwarz inequality. The curve bends downwards, so the boundaries magnify the small phonon part at 77 K more than the large one at 295 K, and the measured ratio exceeds the bulk one. A measured 0.12 corresponds to a bulk ratio of 0.1168, which raises $\Theta$ by 6.6 K. Equation (\ref{eq:grain}), like the surface estimate below, lets phonons relax every angular shape of the electron distribution at the single rate $u$. The phonons of part (a) deflect electrons through limited angles and relax the $l=3$ harmonic about three times faster than the $l=1$ harmonic that fixes the resistivity. With a separate rate for each harmonic, the same boundaries give a bulk ratio of 0.109 and raise $\Theta$ by about 22 K. The sign of the shift is the same in both treatments, but its size is known only to within a factor of about three.

Diffuse scattering at the top and bottom surfaces, calculated separately on a background residual of 0.457, gives a bulk ratio of 0.1204 and lowers $\Theta$ by 0.7 K. The shift is small because it changes sign near this combination of thickness and residual. It should not be carried over to thinner lines or to lines with a smaller residual: with a background of 0.05 in place of 0.457, the same surfaces raise $\Theta$ by about 45 K. Side walls and current in a barrier layer are not included. Free thermal expansion by 0.3\% between the two temperatures lowers $g$; applied to both the residual 0.457 and the phonon part at fixed resistivities, this adds 1.1 K. The electron density and the coupling also change with volume, by amounts that can reverse the sign, and a line bonded to a chip is not free, so only the size, about 1 K, is meaningful.

The form of the model matters as well. If the exponents 5 in Eq.~(\ref{eq:bg}) are replaced by 3, the same ratio gives a $\Theta$ higher by 78 K. That kernel is not proposed for copper; it shows that $\Theta$ has a meaning only together with the formula used to extract it. The heat capacity of copper at low temperature gives roughly 340 K, and a difference of this size from 323 K is no contradiction.

\section*{Variation 1: the residual is wrong or not subtracted}

\emph{What happens if $R(T_c)/R(T_h)$ is inserted without subtraction, or if the subtracted residual is 1\% too small?}

Let $b$ be the residual resistance divided by the phonon part at 295 K. The unsubtracted ratio is
\begin{equation}
r_{\rm raw}=\frac{r+b}{1+b} .
\end{equation}
It leaves the invertible interval when $r_{\rm raw}>T_c/T_h$, that is, when
\begin{equation}
b>\frac{T_c/T_h-r}{1-T_c/T_h}=\frac{0.2610-0.12}{1-0.2610}=0.19 .
\end{equation}
As an example take $b=0.457$, the residual found above in units of the bulk phonon part, and let Matthiessen's rule hold. Then $r_{\rm raw}=0.577/1.457=0.396$: no Debye temperature exists. A value of $b$ below 0.19 is more treacherous, since a solution is then found but is too low: $b=0.05$ gives about 245 K.

If the subtracted residual is 1\% below the true one, an amount $\epsilon=0.01\times0.457=0.0046$ remains in both numerator and denominator. The reported value is $0.12=(r+\epsilon)/(1+\epsilon)$, so the true ratio is
\begin{equation}
r=0.12(1+\epsilon)-\epsilon=0.12-0.88\,\epsilon=0.1160 .
\end{equation}
Equation (\ref{eq:sens}) then gives a rise of $0.0040\times2021\simeq8$ K, and the full inversion gives 8.2 K. As long as it is small, the error grows in proportion to $b$, so lines with strong boundary scattering need a more accurate residual.

\section*{Variation 2: the phonons soften on warming}

\emph{Let $\Theta$ fall as the metal expands. Which value at 77 K reproduces $r=0.12$?}

With a Gr\"uneisen parameter $\gamma$, $d\ln\Theta=-\gamma\,d\ln V=-3\gamma\,d\ln\ell$, where $V$ is the volume and $\ell$ the length. For a line free to expand, the rough values $\gamma=2$ and 0.3\% linear expansion give a relative drop $\delta=3\times2\times0.003=0.018$ between 77 K and 295 K. The volume of a line bonded to a chip changes by a different amount, so the shift found here is a guide to size.

The prefactor $C$ now matters, because it no longer cancels. At high temperature Eq.~(\ref{eq:bg}) becomes $\rho_{\rm ph}\simeq CT/(4\Theta)$. The scattering should follow the mean square displacement of the atoms, which is proportional to $T/\Theta^2$. This requires $C\propto1/\Theta$; any further dependence of the coupling on volume is left out. At fixed $T$,
\begin{equation}
\frac{\partial\ln\rho_{\rm ph}}{\partial\ln\Theta}=-1-5+h\!\left(\frac{\Theta}{T}\right)=-(6-h).
\end{equation}
Softening therefore raises the resistivity at 295 K by the relative amount $(6-3.870)\times0.018=0.038$ and lowers the ratio by the same fraction. To restore 0.12, the cold value of $\Theta$ must change by
\begin{equation}
d\ln\Theta=\frac{0.038}{-1.333}=-0.029,
\end{equation}
which is about $-9$ K. The full solution gives $-9.4$ K, so $\Theta\simeq314$ K at 77 K and, 1.8\% lower, about 308 K at 295 K. Both lie below 323 K: a fit with constant $\Theta$ attributes to stiffer phonons a part of the resistance rise that comes from their softening. The shift is about as large as that from rounding the ratio, so a third digit in $r$ improves $\Theta$ only a little as long as softening is left out. The numerical output lists most of these shifts one effect at a time.

\section*{Computed values}
\begin{verbatim}
Cold, warm temperature: 77, 295 K
Residual-subtracted ratio: 0.12
Allowed ratios: 0.001212 to 0.2610
Newton 0: Theta = 300.0000 K, ratio = 0.1318496
Newton 1: Theta = 322.5925 K, ratio = 0.1203187
Newton 2: Theta = 323.2355 K, ratio = 0.1200003
Newton 3: Theta = 323.2361 K, ratio = 0.1200000
Newton 4: Theta = 323.2361 K, ratio = 0.1200000
Debye temperature: 323.24 K
Debye energy: 27.85 meV
Theta/T cold, warm: 4.1979, 1.0957
J cold, warm: 33.4144, 0.33736
h cold, warm: 2.5368, 3.8696
d ln r / d ln Theta: -1.3329
dTheta/dr: -2021 K per unit ratio
Ratio from series for J: 0.1200000
Ratio from drifting-sphere drag: 0.1200000
Theta for ratio 0.115: 333.5 K
Theta for ratio 0.125: 313.3 K
Theta from two-term expansion: 244.0 K
Rough values used only for the error estimates:
Mean free path, grain, thickness: 40, 50, 100 nm
Boundary reflection: 0.3; alpha at 295 K: 0.343
Linear expansion 77-295 K: 0.3 %
Grueneisen parameter: 2; drop of Theta: 1.8 %
Residual / phonon part at 295 K: 0.457
Ratio without subtraction: 0.396
Phonon part at 4.2 K / at 295 K: 2.2e-07
Corrected Theta minus simple Theta, one effect at a time:
Free thermal expansion: +1.1 K
Phonon softening (Theta at 77 K): -9.4 K
Grain boundaries: +6.6 K (true ratio 0.1168)
Diffuse surfaces: -0.7 K (true ratio 0.1204)
Cold point really 77.5 K: +3.9 K
Residual taken 1 % too small: +8.2 K
T^3 kernel instead of T^5: +77.9 K
\end{verbatim}
